Threshold and onset of an inductive discharge at fixed coil current

**Problem**

A long plasma cylinder of radius R = 5.0 cm and length l = 30 cm lies inside a coil of N = 5 turns. The coil carries a 13.56 MHz current of amplitude I, which the supply holds fixed whatever the plasma does. The mean electron density is n. The absorbed and lost powers are modelled by

P_abs = I² R_m n n₀/(n² + n₀²),  P_loss = K n,

with R_m, n₀ and K independent of n and I.

(a) Derive this absorption law from the fields in the cylinder, and find n₀ and R_m.

(b) Find all steady states and their stability. Is there a threshold current? Does the density jump there, and does it depend on whether the current was raised or lowered?

(c) Evaluate the result for the data below.

(d) Which neglected effects could change the answer to (b)?

Data, all round and roughly typical: gas pressure 100 mTorr at 300 K, so the gas density is 3.219×10¹⁵ cm⁻³; electron-neutral collision rate constant 1.0×10⁻⁷ cm³/s; electron temperature T_e = 2.0 eV; singly charged ions of mass M = 40 u; energy lost per electron-ion pair ε = 150 eV; edge density h = 0.15 times the mean. Losses through the ends are neglected.

**First estimate by scaling**

The collision frequency is ν = 10⁻⁷ × 3.219×10¹⁵ = 3.219×10⁸ s⁻¹. Ions leave through the side wall at the Bohm speed u_B = √(eT_e/M) = 2.196×10⁵ cm/s (T_e in volts). Wall flux times wall area, divided by the number of ions inside, gives the loss frequency

ν_L = h n u_B (2πRl)/(n πR²l) = 2h u_B/R = 1.318×10⁴ s⁻¹.

At low density the plasma does not disturb the coil field H₀ = NI/l. The induced electric field is then proportional to I, and each electron absorbs a power proportional to I² and independent of n. Each electron also costs a fixed power εν_L. Two terms linear in n cannot balance at a general current, so there should be a threshold at which they are equal. Using the edge field E = ωμ₀H₀R/2 everywhere, with m the electron mass,

e²E²/(2mν) = εν_L, so E ≈ 85 V/m, H₀ ≈ 32 A/m and I ≈ 1.9 A.

Above threshold the density grows until the plasma shields itself. This starts when the skin depth √(2/(ωμ₀σ)), with σ = ne²/(mν), is about R:

n_s ≈ 2mν/(ωμ₀e²R²) ≈ 8.5×10¹⁰ cm⁻³.

The induced field is 90° out of phase with H₀. The plasma current is in phase with the electric field, so the magnetic field it produces is also 90° out of phase with H₀. The electric field therefore becomes roughly E/(1 + i n/n_s), and its square falls by the factor 1/(1 + n²/n_s²). Balance then requires I² ≈ I_th²(1 + n²/n_s²). The estimate suggests a square-root rise from zero without a jump. At 3.5 A it gives n ≈ 8.5×10¹⁰ × √((3.5/1.9)² − 1) ≈ 1.3×10¹¹ cm⁻³.

**Exact solution: the absorption law**

Fields vary as exp(iωt), and amplitudes are peak values. The density is taken as uniform, the displacement current is neglected, and for now ω ≪ ν, so σ is real. With H along the axis and E around it, Maxwell's equations read

σE = −dH/dr,  (1/r) d(rE)/dr = −iωμ₀H.

Put ρ = r/R, H = H₀g(ρ) and x = ωμ₀σR². Eliminating E gives

(1/ρ)(ρg′)′ = i x g,  g(1) = 1.

Let j_m be the zeros of the Bessel function J₀. Write g = 1 + Σ c_m J₀(j_mρ), which meets the boundary condition, and expand 1 = Σ b_m J₀(j_mρ) with b_m = 2/(j_m J₁(j_m)). The operator on the left multiplies J₀(j_mρ) by −j_m², so

−j_m² c_m = i x (b_m + c_m),  c_m = −i x b_m/(j_m² + i x).

The absorbed power is the inward Poynting flux, −½Re[E(R)H₀]·2πRl. Integrating the second field equation gives R E(R) = −iωμ₀R²H₀∫gρdρ, with ρ from 0 to 1. Therefore

P_abs = πωμ₀R²l H₀² (−Im ∫gρdρ).

Since ∫J₀(j_mρ)ρdρ = J₁(j_m)/j_m, mode m contributes

−Im[−i x (2/j_m²)/(j_m² + i x)] = 2x/(x² + j_m⁴).

Hence

P_abs = πωμ₀R²l H₀² Σ 2x/(x² + j_m⁴).

Every eddy-current mode has the form given in the problem. At low density the sum must equal x/16, which follows directly from the unshielded field: ∫½σ(ωμ₀H₀r/2)² dV = πωμ₀R²lH₀² x/16. The first mode, with j = j₁ = 2.4048, supplies the share 32/j⁴ = 0.957 of this. Keeping it alone and setting x = j²n/n₀ turns its term into (2/j²) n n₀/(n² + n₀²), with

n₀ = j² mν/(ωμ₀e²R²),  R_m = 2πωμ₀R²N²/(l j²).

This answers (a). The one-mode law fails at high density, where many modes contribute. For large x, with zeros spaced by about π, the sum becomes (1/π)∫2x dq/(x² + q⁴) = 1/√(2x). True absorption then falls as n^(−1/2), not as 1/n.

**Exact solution: steady states**

Setting P_abs = P_loss and factoring out n gives

n [I²R_m n₀/(n² + n₀²) − K] = 0.

One solution is n = 0 at every current. The bracket decreases strictly with n, so it vanishes for at most one positive density. Its value at n → 0 is I²R_m/n₀ − K, and it tends to −K at large n. A positive root therefore exists if and only if I exceeds

I_th = √(K n₀/R_m).

Solving the bracket for n² gives n² = I²R_m n₀/K − n₀², or

n* = n₀ √(I²/I_th² − 1).

The density starts from zero without a jump. Just above threshold n* ≈ n₀√(2(I − I_th)/I_th), so the slope dn*/dI is infinite there although n* is continuous. Far above threshold, n* ≈ n₀I/I_th in this model. With the many-mode absorption, I²n^(−1/2) ∝ n gives n ∝ I^(4/3) instead.

**Exact solution: stability and sweeps**

Suppose that the absorbed power pays for new pairs at the fixed energy ε. With plasma volume V and K = εVν_L, εV dn/dt = P_abs − Kn. Let y = n/n₀, μ = I²/I_th² and τ = ν_L t. Then

dy/dτ = y [μ/(1 + y²) − 1].

If μ ≤ 1, the right side is negative for every y > 0, and every initial density decays to zero. If μ > 1, it is positive below y* = √(μ − 1) and negative above it, so every positive initial density tends to y*. There is one attracting state at each current. There is therefore no static hysteresis. If a small source of seed electrons is always present, a current changed slowly enough leads to nearly the same density from either direction.

A seed of electrons is needed, since y = 0 remains a steady state, though an unstable one, above threshold. A small seed grows at the rate μ − 1. Differentiating the right side at y* gives −2μy*²/(1 + y*²)² = −2(1 − 1/μ), so small departures from y* decay at the rate 2(1 − 1/μ). Both rates vanish at threshold. There dy/dτ = −y³/(1 + y²), and the late decay is y ≈ 1/√(2τ), slower than exponential.

A finite sweep rate can therefore produce a delay. With w = y² and a = μ − 1, the equation becomes

dτ = (1 + w)dw/[2w(a − w)] = (1/2a)[1/w + μ/(a − w)]dw.

Integrating from w₁ to w₂,

τ = (1/2a){ln(w₂/w₁) + μ ln[(a − w₁)/(a − w₂)]}.

If the current rises appreciably during this time, the density lags and a loop appears. It comes from the finite time needed for growth, not from two coexisting steady states. With a constant small source of electrons, the loop shrinks as the sweep is slowed. Without a source it need not: while y is small, d(ln y)/dτ = μ − 1, so a slower sweep also gives the seed more time to decay below threshold, and that loss must be made up above threshold.

**Numbers for the example**

With ω = 8.520×10⁷ s⁻¹, the formulas of part (a) give n₀ = 2.47×10¹¹ cm⁻³ and R_m = 24.2 Ω. The volume is 2356 cm³, so

K = (150 eV)(1.318×10⁴ s⁻¹)(2356 cm³) = 7.46×10⁻¹⁰ W cm³,

K n₀ = 184 W,

I_th = √(184.2 W/24.23 Ω) = 2.76 A amplitude, or 1.95 A rms.

- 2.5 A: n = 0, no absorbed power
- 2.8 A: n = 4.4×10¹⁰ cm⁻³, 33 W
- 3.0 A: n = 1.06×10¹¹ cm⁻³, 79 W
- 3.5 A: n = 1.93×10¹¹ cm⁻³, 144 W
- 4.5 A: n = 3.18×10¹¹ cm⁻³, 238 W

These are one-mode values. Keeping all modes, still with uniform density and no inertia, lowers the threshold to 2.70 A. It raises the density by about 60% at 2.8 A, close to threshold, and by about 10% at 3.5 A.

At 3.5 A, μ = 1.612 and y* = 0.782. Starting from 10⁻⁴n₀, half the final density is reached when w₂ = a/4. The formula gives τ = [16.54 + 1.612 ln(4/3)]/(2 × 0.612) = 13.9, or about 1.05 ms. Most of this time is spent amplifying the small seed.

**What could restore a jump**

*Falling loss coefficient.* Let the loss be Kn/(1 + sy), as a rough model of a pair becoming cheaper at higher density. A steady positive density now requires

μ = M(y) = (1 + y²)/(1 + sy).

The initial slope of M is −s. For any s > 0 the required current first falls with density, and the onset jumps. At the minimum, 2y(1 + sy) = s(1 + y²), or sy² + 2y − s = 0, so y = (√(1 + s²) − 1)/s. At a stationary point the ratio of numerator to denominator equals the ratio of their derivatives, hence

M_min = 2y/s = 2(√(1 + s²) − 1)/s².

Raising the current ignites the discharge at μ = 1, where 1 + y² = 1 + sy gives a jump to y = s. Lowering it extinguishes the discharge at M_min. For s = 1 that is at 0.910 I_th. At 0.95 I_th, numerical integration in time gives y = 0.777 on the way down, while on the way up the density stays at the imposed seed, 10⁻⁶n₀. The absence of a jump thus depends on how the loss coefficient varies with density, not on the absorption law alone. One such variation is always present at very low density. The Bohm loss behind K requires a Debye length much smaller than R, but the Debye length is 0.04R at 10⁻⁴n₀ and 0.4R at 10⁻⁶n₀. As n → 0 the loss tends toward free electron diffusion, (eT_e/mν)j²/R² ≈ 2.5×10⁶ s⁻¹ at the same T_e, about 190 times ν_L. Ignition from a very small seed can therefore need more current than I_th, and the growth rate μ − 1 applies only to a seed dense enough to be quasineutral.

*Electron inertia.* When ω/ν = β is not small, σ is divided by 1 + iβ, and x becomes x/(1 + iβ) in the field equation. A mode's contribution can be written −2 Im[1/(j² + ix)]. With the replacement it becomes

−2 Im[(1 + iβ)/(j² + i(βj² + x))] = 2x/[x² + 2βj²x + j⁴(1 + β²)].

In the one-mode model the balance is now μ = 1 + β² + 2βy + y². The right side still rises with y, so the onset stays continuous. The threshold current increases by the factor √(1 + β²), and close to threshold the rise is linear in current instead of a square root. Here β = 0.265, and the threshold rises by 3.4%. At a current 1% above the respective threshold, y is 0.038 with inertia and 0.142 without.

Inertia also protects the onset against a falling loss coefficient. With both effects,

M(y) = (1 + β² + 2βy + y²)/(1 + sy),

and M′ has the sign of 2β − s(1 + β²) + 2y + sy². This expression increases with y, so M falls anywhere only if s > 2β/(1 + β²) = 0.495.

*Gas heating.* At fixed pressure, warmer gas is thinner, which lowers ν and raises the absorption per electron at low density. That absorption varies as ν/(ν² + ω²), so for β ≪ 1 the heating acts, to first order in y, like s = ΔT/T, with ΔT the rise at n₀. For a uniform temperature rise, inertia reduces this equivalent s by the factor (1 − β²)/(1 + β²), here 0.87. In a real cylinder s also depends on where the gas is hot and where the power is absorbed, so the mean rise gives only a rough value. Take 5 eV delivered to the gas per ion, the elastic electron heating 3(m/M)νT_e per electron, and a thermal conductivity of 0.018 W/(m K). For heating power density q, the mean rise in a uniformly heated cylinder, qR²/(8 × conductivity), is 63 K. Thus s ≈ 0.21, below 0.495. Solving the field equation with all modes, inertia and the radial temperature profile gives s ≈ 0.12 against a limit of 0.48 for uniform density, and s ≈ 0.21 against 0.43 for a parabolic density with the same mean and edge value 0.15. Thinner gas also speeds the loss of plasma, which opposes the jump, and raises the electron temperature, which makes pairs cheaper and favours it. Neither change is counted here. For these inputs and a fixed loss coefficient, gas heating alone does not make the onset jump; a sufficiently strong fall in pair cost could.

*Capacitive power.* Let the coil voltage add a power p K n₀ μ independent of n. The balance becomes μ[1/(1 + y²) + p/y] = 1. Its left side falls strictly from infinity to zero, so exactly one positive state exists at every nonzero current. The threshold is rounded. A power independent of n is only a stand-in for a capacitive discharge that is already burning; real capacitive power vanishes as n → 0, so the state found here at arbitrarily small current belongs to the model. Below about 10⁷ cm⁻³, where |σ| falls under ωε₀, the plasma does not screen the axial electric field of the coil. At I_th the coil (about 1.0 µH) carries about 240 V over 30 cm, roughly 790 V/m, against a volume-rms induced amplitude of 87 V/m. The purely inductive treatment of the lowest densities thus presumes an electrostatic shield between coil and plasma. With 2 W at μ = 1, p = 2/184 = 0.011 and y = 0.23 at the former threshold, where the purely inductive model gives zero.

**Comparison of the estimate with the solution**

The scaling argument finds the threshold, the square-root onset and the absence of a jump. Its threshold of 1.9 A is lower than the model's 2.76 A by a factor 1.45. Using the edge field everywhere doubles the power, because the mean of r² over the cylinder is R²/2; keeping one mode reduces the model's power to 0.957 of the full low-density value. Together these give √(2/0.957) = 1.45. At 2.5 A the estimate therefore predicts a discharge where the model has none.

The estimated density scale is too small by j²/2 = 2.9, because the skin depth at n₀ is 2.9 cm, not R. At 3.5 A the low threshold partly offsets the low density scale: the estimate is 1.3×10¹¹ cm⁻³ against 1.93×10¹¹ cm⁻³.

**Comparison with a real source**

A lower gas pressure makes β = ω/ν larger, so electron inertia then matters more than in this example.

The uniform density is a poor assumption. A parabolic profile with the same mean and edge value 0.15 has fewer electrons near the wall, where the electric field is strongest. Its low-density absorption is 0.717 of the uniform value. Solving the radial field equation numerically with this profile, inertia and all modes, but with the loss held fixed, raises the threshold to 3.3 A. At 3.5 A the density falls from 1.93×10¹¹ to 5.4×10¹⁰ cm⁻³. The large change has a simple source: 3.5 A is now only 6% above threshold, on the slow initial rise caused by inertia. The one-mode formula with inertia gives 4.7×10¹⁰ cm⁻³ at that same relative current.

The finite coil matters about as much. For a uniform winding of radius 6.0 cm and the same length as the plasma, the field at the centre is 0.93 of the long-coil value, but near the ends it is only about half. Averaging the square of the low-density induced field over the whole plasma raises the threshold by about 19%. End losses with the same edge density would add R/l = 1/6 to K, and about 8% to the threshold. Combined with the profile and inertia, these corrections put the threshold near 4.2 A, so 3.5 A would no longer sustain an inductive discharge. The currents and densities listed above therefore illustrate the model and are not predictions for a real source of this size. The electron mean free path, 2.9 mm, is a tenth of the skin depth at n₀, so a local conductivity is reasonable.

A real supply and matching network may let the coil current change with the plasma load. The proof then no longer applies as it stands, because I² in the bracket becomes a function of n. If it rises with density fast enough to make P_abs/n increase, two stable states can coexist even with linear losses.

All numerical values are calculated from the stated model.
